# Taylor Dispersion Between Parallel Plates and Channel Purging: test program

```python
"""Taylor dispersion between non-absorbing parallel plates.

Result under test: the long-time axial diffusivity is
    K = D * (1 + Pe**2 / 210),   Pe = U * H / D,
with D the molecular diffusivity, U the mean velocity and H the full gap.
Scaled tests use H as length unit and H**2/D as time unit, so velocity is Pe.
v is the velocity deviation divided by U; g solves g'' = -v with no wall flux.
The example is a purge of an atmospheric-pressure deposition channel.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import erfc


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def line_laplacian(cells, wall_length=None):
    """Finite volumes on a unit line; None means zero wall flux.

    Otherwise the wall value equals wall_length times the inward slope.
    """
    h = 1.0 / cells
    main = np.full(cells, -2.0 / h**2)
    main[[0, -1]] = -1.0 / h**2
    if wall_length is not None:
        main[[0, -1]] -= 1.0 / (h * (h / 2 + wall_length))
    side = np.full(cells - 1, 1.0 / h**2)
    return diags([side, main, side], [-1, 0, 1], format="csc")


def numerical_taylor(flow_operator, tracer_operator):
    """Solve the flow and the tracer cell problem directly."""
    flow = spsolve(csc_matrix(flow_operator),
                   -np.ones(flow_operator.shape[0]))
    deviation = flow / flow.mean() - 1
    cell = np.zeros_like(flow)
    reduced = csc_matrix(tracer_operator)[1:, 1:]
    cell[1:] = spsolve(reduced, -deviation[1:])
    return np.mean(deviation * cell), flow.mean()


# Exact integration from the flow and tracer differential equations.
eta, s, a, b = sp.symbols("eta s a b")
flow_trial = -eta**2 / 2 + a * eta + b
wall = sp.solve([flow_trial.subs(eta, 0), flow_trial.subs(eta, 1)], [a, b])
flow_exact = flow_trial.subs(wall)
v_exact = sp.expand(flow_exact / sp.integrate(flow_exact, (eta, 0, 1)) - 1)
slope = -sp.integrate(v_exact.subs(eta, s), (s, 0, eta))
g_exact = sp.integrate(slope.subs(eta, s), (s, 0, eta))
g_exact = sp.expand(g_exact - sp.integrate(g_exact, (eta, 0, 1)))
assert sp.expand(slope - eta * (1 - eta) * (1 - 2 * eta)) == 0
assert sp.expand(g_exact - eta**2 * (1 - eta)**2 / 2
                 + sp.Rational(1, 60)) == 0
taylor_exact = sp.integrate(sp.expand(v_exact * g_exact), (eta, 0, 1))
g2_exact = sp.integrate(sp.expand(g_exact**2), (eta, 0, 1))
vg2_exact = sp.integrate(sp.expand(v_exact * g_exact**2), (eta, 0, 1))
assert taylor_exact == sp.Rational(1, 210)
assert 2 * g2_exact == sp.Rational(1, 4200)

# Direct flow solutions also test the slip correction and pressure drop law.
for knudsen in (0.0, 0.1):
    coefficient, mean_flow = numerical_taylor(
        line_laplacian(200, knudsen), line_laplacian(200))
    assert close(coefficient, 1 / (210 * (1 + 6 * knudsen)**2), 2e-3)
    assert close(mean_flow, (1 + 6 * knudsen) / 12, 2e-3)


def plate_variance(time, pe):
    m = np.arange(1, 2001)
    weight = 18 / (np.pi * m)**4
    rate = (2 * np.pi * m)**2
    memory = time / rate + np.expm1(-rate * time) / rate**2
    return 2 * time + 2 * pe**2 * np.sum(weight * memory)


def moment_variances(pe, start, step):
    """Evolve the first three axial moments; return variance at 3 times."""
    n = len(start)
    edge = np.linspace(0, 1, n + 1)
    deviation = np.diff(3 * edge**2 - 2 * edge**3) * n - 1
    lap, zero = line_laplacian(n).toarray(), np.zeros((n, n))
    drift = pe * np.diag(deviation)
    generator = np.block([[lap, zero, zero],
                          [drift, lap, zero],
                          [2 * np.eye(n), 2 * drift, lap]])
    propagator = expm(step * generator)
    state = np.r_[start, np.zeros(2 * n)]
    result = []
    for _ in range(3):
        state = propagator @ state
        m0, m1, m2 = state.reshape(3, n).mean(axis=1)
        result.append(m2 / m0 - (m1 / m0)**2)
    return np.array(result)


uniform = np.ones(80)
wall_release = np.zeros(80)
wall_release[0] = 80
for pe_test in (0.5, 10.0, 50.0):
    late = moment_variances(pe_test, wall_release, 1.0)
    assert close((late[2] - late[1]) / 2, 1 + pe_test**2 / 210, 2e-3)
early = moment_variances(50.0, uniform, 0.02)
for index, value in enumerate(early):
    assert close(value, plate_variance(0.02 * (index + 1), 50.0), 3e-3)
late = moment_variances(50.0, uniform, 1.0)
offset = late[1] - 2 * (late[2] - late[1])
assert close(offset, -50.0**2 / 4200, 1e-2)

# Example inputs in SI; round values in a rough typical process range.
gap, length, width = 1e-3, 0.20, 0.20
speed, diffusivity = 1.0, 2e-5
temperature, pressure_torr = 450.0, 760.0
viscosity = 2.5e-5
carrier_mass, precursor_mass = 28 * const.atomic_mass, 72 * const.atomic_mass
pressure = pressure_torr * const.torr
peclet = speed * gap / diffusivity
mixing_time = gap**2 / diffusivity
transit = length / speed
scaled_transit = transit / mixing_time
effective = diffusivity * (1 + peclet**2 / 210)
sigma = gap * np.sqrt(plate_variance(scaled_transit, peclet))
sigma_molecular = np.sqrt(2 * diffusivity * transit)
sigma_asymptotic = np.sqrt(2 * effective * transit)

# Full tracer equation in a cosine basis, Fourier transformed along the flow.
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1) / 2, weights / 2
mode = np.arange(12)
basis = np.sqrt(2) * np.cos(2 * np.pi * np.outer(mode, nodes))
basis[0] = 1
velocity_matrix = (basis * weights * (6 * nodes * (1 - nodes) - 1)) @ basis.T
decay_matrix = np.diag((2 * np.pi * mode)**2)


def characteristic(k_values, time, pe):
    return np.array([expm(time * (1j * k * pe * velocity_matrix
                                  - decay_matrix - k**2 * np.eye(12)))[0, 0]
                     for k in k_values])


small_k = 0.01
log_change = np.log(characteristic([small_k], 4.0, peclet)[0]
                    / characteristic([small_k], 3.0, peclet)[0])
third_rate = -6 * log_change.imag / small_k**3
assert close(third_rate, 6 * float(vg2_exact) * peclet**3, 1e-2)
skewness = (6 * float(vg2_exact) * peclet**3 * scaled_transit
            / (sigma / gap)**3)

dk = 0.01
k_grid = (np.arange(150) + 0.5) * dk


def full_front(time):
    distance = length / gap - peclet * time
    phi = characteristic(k_grid, time, peclet)
    wave = np.exp(-1j * k_grid * distance) * phi
    return 0.5 - dk / np.pi * np.sum(wave.imag / k_grid)


def gaussian_front(time):
    lag = peclet * time - length / gap
    return 0.5 * erfc(lag / np.sqrt(4 * time * effective / diffusivity))


purge = {}
for residual, tolerance in ((1e-2, 0.05), (1e-6, 0.10)):
    times = [brentq(lambda t: front(t) - residual, scaled_transit,
                    2 * scaled_transit, xtol=1e-9) * mixing_time
             for front in (gaussian_front, full_front)]
    assert close(times[0] - transit, times[1] - transit, tolerance)
    purge[residual] = times


def duct_modes(aspect):
    """Velocity weights and decay rates for a rectangular duct."""
    j = np.arange(1, 400, 2)
    m, n = 2 * np.arange(12), 2 * np.arange(3000)
    across = 2 * j / (np.pi * (j**2 - m[:, None]**2))
    across[1:] *= np.sqrt(2)
    q = j[:, None] * np.pi * aspect
    along_width = -2 * q * np.tanh(q / 2) / (q**2 + (np.pi * n)**2)
    along_width[:, 0] += 1
    along_width[:, 1:] *= np.sqrt(2)
    amplitude = (across / j**3) @ along_width
    amplitude /= amplitude[0, 0]
    rates = np.pi**2 * (m[:, None]**2 + (n / aspect)**2)
    return (amplitude**2).ravel()[1:], rates.ravel()[1:]


# Independent two-dimensional solution for a duct of aspect ratio four.
ny, nz, test_aspect = 40, 160, 4


def duct_operator(wall_length):
    return (kron(line_laplacian(ny, wall_length), identity(nz))
            + kron(identity(ny), line_laplacian(nz, wall_length))
            / test_aspect**2)


duct_direct, _ = numerical_taylor(duct_operator(0.0), duct_operator(None))
test_weight, test_rate = duct_modes(test_aspect)
assert close(duct_direct, np.sum(test_weight / test_rate), 1e-2)

duct_weight, duct_rate = duct_modes(width / gap)
duct_factor = 210 * np.sum(duct_weight / duct_rate)
odd = np.arange(1, 400, 2)
edge_deficit = 96 / np.pi**5 * np.sum(1.0 / odd**5)
wide_limit = 1 + 70 * edge_deficit**2
assert close(duct_factor, wide_limit, 0.03)
duct_memory = (scaled_transit / duct_rate
               + np.expm1(-duct_rate * scaled_transit) / duct_rate**2)
duct_variance = (2 * scaled_transit
                 + 2 * peclet**2 * np.sum(duct_weight * duct_memory))
sigma_duct = gap * np.sqrt(duct_variance)
edge_reach = np.sqrt(2 * diffusivity * transit)
width_time = width**2 / (4 * np.pi**2 * diffusivity)

# Pressure for least spreading at fixed velocity and gap.
best_pressure = pressure_torr * diffusivity * np.sqrt(210) / (speed * gap)


def spreading_at_pressure(log_p):
    d = diffusivity * pressure_torr / np.exp(log_p)
    return d + (speed * gap)**2 / (210 * d)


search = minimize_scalar(spreading_at_pressure, bounds=(0, np.log(2000)),
                         method="bounded", options={"xatol": 1e-8})
assert close(np.exp(search.x), best_pressure, 1e-4)
assert close(search.fun, 2 * speed * gap / np.sqrt(210), 1e-6)

# Sizes of neglected flow and wall effects.
mean_free_path = (viscosity / pressure
                  * np.sqrt(np.pi * const.k * temperature
                            / (2 * carrier_mass)))
knudsen = mean_free_path / gap
slip_change = 1 - 1 / (1 + 6 * knudsen)**2
density = pressure * carrier_mass / (const.k * temperature)
reynolds = density * speed * gap / viscosity
entrance = speed * gap**2 * density / (np.pi**2 * viscosity)
pressure_drop = 12 * viscosity * speed * length / gap**2
thermal_speed = np.sqrt(8 * const.k * temperature / (np.pi * precursor_mass))
sticking = 0.01 * 2 * gap / (thermal_speed * transit)
wall_number = sticking * thermal_speed * gap / (4 * diffusivity)
lossy = line_laplacian(100, 1 / wall_number).toarray()
loss_rate = -np.linalg.eigvalsh(lossy)[-1] / mixing_time
assert close(-np.expm1(-loss_rate * transit), 0.01, 0.01)

low_pressure = 1.0
low_d = diffusivity * pressure_torr / low_pressure
low_pe = speed * gap / low_d
low_knudsen = knudsen * pressure_torr / low_pressure


def show(label, value, unit="1"):
    print(f"{label}: {value:.5g} {unit}")


show("Taylor coefficient <vg>", float(taylor_exact))
show("Inverse Taylor coefficient", float(1 / taylor_exact))
show("Skewness integral <v g^2>", float(vg2_exact))
show("Gap", gap * 1e3, "mm")
show("Channel length", length * 100, "cm")
show("Channel width", width * 100, "cm")
show("Mean speed", speed * 100, "cm/s")
show("Temperature", temperature, "K")
show("Pressure", pressure_torr, "Torr")
show("Molecular diffusivity", diffusivity * 1e4, "cm2/s")
show("Carrier viscosity, rough input", viscosity, "Pa s")
show("Carrier molecular mass", carrier_mass / const.atomic_mass, "u")
show("Precursor molecular mass", precursor_mass / const.atomic_mass, "u")
show("Peclet number", peclet)
show("Taylor term Pe^2/210", peclet**2 / 210)
show("Effective diffusivity K", effective * 1e4, "cm2/s")
show("K in atomic units", effective * const.m_e / const.hbar,
     "a0^2 Eh/hbar")
show("Cross-gap time H^2/D", mixing_time * 1e3, "ms")
show("Slowest general decay time", mixing_time / np.pi**2 * 1e3, "ms")
show("Mean transit time", transit * 1e3, "ms")
show("Pulse sigma, molecular diffusion only", sigma_molecular * 100, "cm")
show("Pulse sigma, asymptotic K", sigma_asymptotic * 100, "cm")
show("Pulse sigma, finite-time plates", sigma * 100, "cm")
show("Finite-time variance reduction",
     100 * (1 - sigma**2 / sigma_asymptotic**2), "%")
show("Skewness at transit, long-time estimate", skewness)
show("1% residual time, Gaussian", purge[1e-2][0] * 1e3, "ms")
show("1% residual time, full plates", purge[1e-2][1] * 1e3, "ms")
show("1 ppm residual time, Gaussian", purge[1e-6][0] * 1e3, "ms")
show("1 ppm residual time, full plates", purge[1e-6][1] * 1e3, "ms")
show("Best pressure at fixed U and H", best_pressure, "Torr")
show("Least K at fixed U and H", search.fun * 1e4, "cm2/s")
show("Pulse sigma including side walls", sigma_duct * 100, "cm")
show("Side-wall variance increase",
     100 * (sigma_duct**2 / sigma**2 - 1), "%")
show("Side-wall diffusion reach", edge_reach * 100, "cm")
show("Width relaxation time", width_time, "s")
show("Eventual duct/plate Taylor-term ratio", duct_factor)
show("Wide-duct limiting ratio", wide_limit)
show("Knudsen number", knudsen)
show("Slip reduction of Taylor term", 100 * slip_change, "%")
show("Reynolds number UH/nu", reynolds)
show("Entrance length estimate", entrance * 100, "cm")
show("Pressure drop", pressure_drop / const.torr, "Torr")
show("Relative pressure drop", 100 * pressure_drop / pressure, "%")
show("Precursor mean thermal speed", thermal_speed, "m/s")
show("Sticking probability for 1% wall loss", sticking)
show("Low-pressure comparison", low_pressure, "Torr")
show("Low-pressure molecular diffusivity", low_d * 1e4, "cm2/s")
show("Low-pressure Peclet number", low_pe)
show("Low-pressure Taylor term", low_pe**2 / 210)
show("Low-pressure Knudsen number", low_knudsen)
print("success")
```

Running it gives:

```
Taylor coefficient <vg>: 0.0047619 1
Inverse Taylor coefficient: 210 1
Skewness integral <v g^2>: -1.443e-05 1
Gap: 1 mm
Channel length: 20 cm
Channel width: 20 cm
Mean speed: 100 cm/s
Temperature: 450 K
Pressure: 760 Torr
Molecular diffusivity: 0.2 cm2/s
Carrier viscosity, rough input: 2.5e-05 Pa s
Carrier molecular mass: 28 u
Precursor molecular mass: 72 u
Peclet number: 50 1
Taylor term Pe^2/210: 11.905 1
Effective diffusivity K: 2.581 cm2/s
K in atomic units: 2.2294 a0^2 Eh/hbar
Cross-gap time H^2/D: 50 ms
Slowest general decay time: 5.0661 ms
Mean transit time: 200 ms
Pulse sigma, molecular diffusion only: 0.28284 cm
Pulse sigma, asymptotic K: 1.0161 cm
Pulse sigma, finite-time plates: 1.0131 cm
Finite-time variance reduction: 0.57657 %
Skewness at transit, long-time estimate: -0.041629 1
1% residual time, Gaussian: 225.08 ms
1% residual time, full plates: 225.27 ms
1 ppm residual time, Gaussian: 254.48 ms
1 ppm residual time, full plates: 254.96 ms
Best pressure at fixed U and H: 220.27 Torr
Least K at fixed U and H: 1.3801 cm2/s
Pulse sigma including side walls: 1.1172 cm
Side-wall variance increase: 21.606 %
Side-wall diffusion reach: 0.28284 cm
Width relaxation time: 50.661 s
Eventual duct/plate Taylor-term ratio: 7.8969 1
Wide-duct limiting ratio: 7.9512 1
Knudsen number: 0.00011304 1
Slip reduction of Taylor term: 0.13551 %
Reynolds number UH/nu: 30.331 1
Entrance length estimate: 0.30732 cm
Pressure drop: 0.45004 Torr
Relative pressure drop: 0.059215 %
Precursor mean thermal speed: 363.77 m/s
Sticking probability for 1% wall loss: 2.749e-07 1
Low-pressure comparison: 1 Torr
Low-pressure molecular diffusivity: 152 cm2/s
Low-pressure Peclet number: 0.065789 1
Low-pressure Taylor term: 2.0611e-05 1
Low-pressure Knudsen number: 0.08591 1
success
```
